Can current jetting mimic the chiral anomaly in longitudinal magnetoresistance?

**Question**

I have a thin metal plate with a current wire at the middle of each end and two voltage taps on one side edge. With the magnetic field along the line between the current wires, the four-terminal resistance falls as the field grows. The fall starts as B², and it turns into a large rise when I rotate the field across the plate. I have read that this is how the chiral anomaly of a Weyl metal shows itself. Does my measurement prove the anomaly, or could the contacts produce the same curve in an ordinary metal?

**Answer**

It does not prove it. Small contacts can produce the fall and its B² start in an ordinary metal whose longitudinal resistivity does not depend on field at all. The rise on rotation is then that metal's ordinary transverse magnetoresistance.

The anomaly argument runs as follows. Parallel E and B pump carriers between Weyl nodes of opposite chirality at a rate proportional to EB. Relaxation between the nodes limits the imbalance, and the imbalance drives a current along B proportional to itself times B. At weak field the conductivity therefore gains a term proportional to B². That is a statement about the resistivity ρ_xx, whereas you measured a voltage divided by a current. The two are proportional, with a fixed factor, only if the current pattern does not change with field.

**A metal with no intrinsic effect**

Take electrons and holes of equal density n, with mobilities a and b, isotropic and obeying local Drude transport. Let x be the direction of B, y the direction across the plate and z its thickness. A carrier of charge ηe, with η = ±1, drifts with velocity v = ημ(E + v×B), or in components

v_x = ημE_x
v_y = ημ(E_y + B v_z)
v_z = ημ(E_z − B v_y).

The first line contains no B, so ρ_xx = 1/σ0 at every field, with σ0 = ne(a + b). Putting the third line into the second and using η² = 1 gives

v_y = (ημE_y + μ²B E_z)/(1 + μ²B²).

The current is ηen v, summed over both carriers:

σ_yy = σ_zz = ne[a/(1 + a²B²) + b/(1 + b²B²)] = ne(a + b)(1 + abB²)/D
σ_yz = −σ_zy = neB[b²/(1 + b²B²) − a²/(1 + a²B²)] = neB(b² − a²)/D
D = (1 + a²B²)(1 + b²B²).

No current crosses the faces, and in a thin plate this makes j_z = 0 throughout. With equal densities, electrons and holes then drift along z at the same velocity, towards the same face. The model assumes that they recombine there, and are generated at the opposite face, within layers much thinner than the plate thickness divided by 1 + abB². Being thin compared with the plate is not enough at strong field, as the last section shows. With j_z = 0, E_z = σ_yz E_y/σ_yy, and

1/ρ_yy = j_y/E_y = (σ_yy² + σ_yz²)/σ_yy.

In the numerator, (1 + abB²)² + B²(b − a)² = D, so one factor D cancels and

ρ_yy = ρ_xx(1 + abB²).

Define A² = ρ_yy/ρ_xx = 1 + u², with u² = abB². The field leaves conduction along x alone and suppresses it across the plate. Compensation matters here: for a single carrier type the same formula gives 1/ρ_yy = σ0, hence A = 1 and no effect in a thin plate.

**How the current spreads**

With E = −∇φ, charge conservation reads

φ_xx + φ_yy/A² = 0.

In the stretched coordinate Ay this is Laplace's equation for an isotropic plate of width AW. Current from a point contact therefore needs a length of order AW to fill the plate. If the plate is shorter than that, the current stays in a jet between the contacts and the edges carry little of it. The field along an edge is ρ_xx times the local current density, so edge taps read a low voltage.

To calculate this, let the plate have length L, width W and thickness t. A current I enters at x = 0 and leaves at x = L with the same profile f(y), where ∫f dy = 1, through contacts that extend through the thickness. Expand

f = (1/W)[1 + 2Σ c_n cos(nπy/W)], c_n = ∫f cos(nπy/W) dy, n = 1, 2, …

Each cosine has zero slope at the insulated edges. Its x-dependence obeys X″ = κ_n²X with κ_n = nπ/(WA). With ξ = L/2 − x, the potential odd in ξ that carries the right current at both ends is

φ = (I/σ0Wt){ξ + 2Σ c_n cos(nπy/W) sinh(κ_nξ)/[κ_n cosh(κ_nL/2)]}.

Indeed j_x = σ0 ∂φ/∂ξ turns each sinh/κ_n into cosh, and at ξ = ±L/2 the ratio of cosh factors is 1, which restores If/t.

Place the taps at ξ = ±s/2 and divide by the resistance for uniform current, R_true = ρ_xx s/(Wt):

r = R/R_true = 1 + Σ (4c_n/κ_ns) cos(nπy/W) sinh(κ_ns/2)/cosh(κ_nL/2). (1)

For a point contact at y0, c_n = cos(nπy0/W). In your arrangement y0 = W/2 and y = W, so odd n drop out and n = 2m carries the sign (−1)^m.

**Why the edge resistance must fall**

An alternating series does not show its trend at a glance, so here is a proof. Since r averages the edge field between the taps, r = (1/s)∫h dξ over |ξ| < s/2, with

h(ξ) = 1 + 2Σ (−1)^m cosh(κξ)/cosh(κL/2), κ = 2mπ/(WA).

Consider an auxiliary problem: a unit amount of substance diffuses from the point ξ in a rod of length L with absorbing ends, with unit diffusion constant. Let p(τ) ≥ 0 be its rate of escape and G(x′) the Laplace transform of its density, ∫(density) e^(−κ²τ) dτ. Then

G″ − κ²G = −δ(x′ − ξ), G(±L/2) = 0.

Multiply by cosh(κx′), integrate over the rod and integrate by parts twice:

cosh(κL/2)[G′(L/2) − G′(−L/2)] = −cosh(κξ).

The bracket is minus the transformed outflow, so

cosh(κξ)/cosh(κL/2) = ∫ p(τ) e^(−κ²τ) dτ,

and κ = 0 gives ∫p dτ = 1. The edge field is therefore a weighted average, h = ∫p(τ) θ(g) dτ, with g = exp[−4π²τ/(W²A²)] and, by Jacobi's product identity,

θ(g) = 1 + 2Σ(−1)^m g^(m²) = Π(1 − g^(2m))(1 − g^(2m−1))².

Every factor lies between 0 and 1 and falls as g rises. A larger field raises A, which raises g. Hence 0 < r < 1, and r falls strictly with B, towards zero as g → 1.

For taps on the jet line, y = W/2, all signs are positive and the sum 1 + 2Σg^(m²) rises with B. The same metal then shows positive magnetoresistance.

**Weak field: a false B² law**

Write R(B)/R(0) = 1 − cu² + …, and let K = 2mπ/W be the zero-field value of κ. Since κ = K(1 + u²)^(−1/2), dκ/d(u²) = −K/2 at u = 0. The function G_m = sinh(Ks/2)/[K cosh(KL/2)] has the logarithmic derivative

β_m = d ln G_m/d ln K = (Ks/2)coth(Ks/2) − 1 − (KL/2)tanh(KL/2).

Differentiating (1) therefore gives

c = [2/(s r(0))] Σ (−1)^m G_m β_m.

For L = 4 mm and W = s = 2 mm this is c = 0.0561. The apparent conductance grows as 1 + cu², the same form as the anomaly term.

**Strong field: exponential loss of signal**

Expanding along x instead gives a series that converges fast when A is large. Treat the contacts as a source and a sink at insulated ends:

φ_xx + φ_yy/A² = −(I/σ0t) δ(y − W/2)[δ(x) − δ(x − L)].

Set φ = Σφ_k(y)cos(kπx/L). Each end source counts in full, because all its current enters the plate. Its projection is (2/L)(1 − cos kπ), which is 4/L for odd k and zero for even k. With λ = kπA/L,

φ_k″ − λ²φ_k = −(4IA²/σ0tL) δ(y − W/2).

Zero slope at the edge requires φ_k = C cosh[λ(W − y)] above the middle, and its mirror image below. The slope jumps by −2Cλ sinh(λW/2) at the middle, so

C = 2IA²/[σ0tLλ sinh(λW/2)] = 2IA/[πσ0tk sinh(kπAW/2L)].

At the edge φ_k = C. The difference of the cosines at the two taps is 2 sin(kπ/2) sin(kπs/2L). Dividing the voltage by I R_true gives

r = (4AW/πs) Σ_{k odd} (−1)^((k−1)/2) sin(kπs/2L)/[k sinh(kπAW/2L)].

When πAW/(2L) is well above 1, the k = 1 term is enough and sinh X ≈ e^X/2:

r ≈ (8AW/πs) sin(πs/2L) exp(−πAW/2L). (2)

Since A ≈ u at strong field, the edge signal dies exponentially with B.

**Numbers for a tungsten-like plate**

Take the same plate, 50 µm thick, with n = 1.5×10²² cm⁻³ and both mobilities 4000 cm²/Vs. Then

ρ_xx = 1/(2neμ) = 0.052 µΩ cm
R_true = ρ_xx s/(Wt) = 10.4 µΩ,

or 1.04 µV at 100 mA. At 9 T, u = 0.4 × 9 = 3.6 and A = √(1 + 3.6²) = 3.74. With point contacts the resistances in µΩ are:

B = 0, 5, 9 T
middle contacts, edge taps: 10.1, 7.4, 3.7
middle contacts, taps on the jet line: 10.7, 14.3, 22.0
corner contacts, taps on the far edge: 8.0, 2.5, 0.4
corner contacts, taps on the same edge: 13.4, 26.2, 43.6

Your arrangement shows −63% relative to its own zero-field value, with ρ_xx constant. Equation (2) reproduces the 9 T point: 9.51 × 0.707 × e^(−2.934) ≈ 0.358, against 0.3583 from the full series. At weak field the false coefficient is cμ² = 0.0561 × 0.16 = 0.0090 T⁻². At 1 T the quadratic law gives −0.90% and the full series −0.94%.

The angular dependence is imitated too. With 100 µm wide contacts at 9 T, turning the field in the plane away from x by 0°, 2°, 10° and 90° gives 3.7, 3.8, 6.4 and 145 µΩ. At 90° the resistivity along the current is 1 + u² = 13.96 times larger, and 13.96 × 10.4 µΩ is indeed 145 µΩ. A signal that is negative near parallel alignment and strongly positive across it does not separate the two explanations.

**How to tell them apart**

Average (1) over y. Every cosine integrates to zero, so the width average of r is 1 for any contact profile and any A. With B along x, the averaged voltage therefore measures ρ_xx(B) itself. In a finite-element solution at 9 T the average stayed at 1.0000 with corner contacts, and with middle contacts it dropped to 0.8333 = 1/1.2 when σ_xx was raised by a factor 1.2.

In practice, compare several tap pairs at different y. Opposite trends on different lines reveal a redistribution of current. A change of ρ_xx under uniform current appears equally on all of them. End contacts that feed the full width uniformly make every c_n vanish, and then r = 1.

A longer plate also helps. For central contacts the leading error decays with the distance from contact to tap over the length 1/κ_2 = AW/(2π), which is 1.19 mm at 9 T. With W and s held fixed and the taps centred, the error in r falls to 1% at L = 14.5 mm. Off-centre contacts excite n = 1, whose decay length is twice as long, so they need more room.

Even a real fall of ρ_xx is not yet an anomaly. Surface scattering, for instance, adds roughly 3ℓ/(8t) = 1.5% to the zero-field resistivity here, where ℓ is the mean free path, and a field that suppressed it could lower ρ_xx by at most about that much.

**How far the model can be trusted**

Tungsten suits the example because it is a compensated metal with a large transverse magnetoresistance at low temperature. The density and mobility are rough values for a moderately pure crystal near 4 K. At room temperature its resistivity is roughly 5 µΩ cm, about a hundred times larger. At the same density u is then about 0.04 at 9 T, and the false signal in this geometry, cu², is only about 10⁻⁴. For tungsten the warning therefore concerns clean, cold samples. For another compensated metal the value of u decides: in this geometry the false signal reaches several per cent once u is near 1.

The assumption that real tungsten breaks most clearly is isotropy. Its Fermi surface has several non-spherical sheets, which can make ρ_xx itself rise in a longitudinal field. At fixed A, ρ_xx would have to grow 2.72 times by 9 T to hide the apparent fall.

The other corrections I estimated change r by at most 6%. Compared with r = 0.358 at 9 T:

- Contacts 100 µm wide give 0.360.
- Mobilities of 5000 and 3000 cm²/Vs give 0.379.
- A density imbalance δ = (n_e − n_h)/(n_e + n_h) = 0.05 gives 0.370.

The imbalance also changes the limit. For equal mobilities σ_yy = σ0/(1 + u²) and |σ_yz| = σ0|δ|u/(1 + u²), so

A² = (1 + u²)/(1 + δ²u²).

A then saturates at 1/|δ|, and r levels off instead of reaching zero.

Local transport is a reasonable first approximation here: for a spherical Fermi surface the mean free path is 2.0 µm, well below the thickness and the contact width. At strong field, however, scattering at the faces helps carriers move across the plate, where bulk conduction is suppressed. This lowers A and weakens the apparent fall. Slow conversion between electrons and holes has the same effect. If the excess carriers recombine within a depth d of each face, the shift ψ of their chemical potential obeys ψ″ = ψ/d² with no flow through the faces. For equal mobilities σ_yy is then multiplied by 1 + u² tanh(t/2d)/(t/2d) ≈ 1 + 2u²d/t. At 9 T a depth of only t/100 = 0.5 µm gives the factor 1.26, so that A = 3.33 and r = 0.44. The model leaves both out, and either can exceed the corrections listed above, the first when the faces are smooth and reflect specularly. Quantum oscillations are damped thermally by X/sinh X, where X is 2π² times the thermal energy (0.36 meV) divided by the Landau spacing. For the free mass the spacing is 1.0 meV, so X = 6.9 and the factor is 0.014. Orbits with lighter masses are damped less and may add weak oscillations on top of the classical curve. The model leaves them out.

So your curve is compatible with an anomaly, but equally with jetting. Measure on several lines across the plate, or feed the current uniformly, before assigning the fall to ρ_xx. The numerical output below lists the remaining values.

Table of computed values

```
plate length, width, tap spacing: 4.0, 2.0, 2.0 mm
thickness: 50 um; finite contact width: 100 um
electron density = hole density: 1.50e+22 cm^-3
mobility of both carriers: 4000 cm2/Vs
resistivity rho_xx at every B: 0.0520 uOhm cm
true resistance R_true: 10.403 uOhm
true voltage at 100 mA: 1.040 uV
R in uOhm; mid/corner = injection, then tap position
B(T)  A      mid-edge  mid-jet  corner-far  corner-near
  0  1.000    10.123    10.695     8.024    13.365
  1  1.077    10.028    10.798     7.607    13.989
  3  1.562     9.128    11.863     5.056    18.671
  5  2.236     7.383    14.339     2.500    26.178
  7  2.973     5.425    17.881     1.044    34.718
  9  3.736     3.727    22.007     0.396    43.618
mobility*B at 9 T: 3.60
mid-edge R/R_true at 0 T: 0.9731
mid-edge R/R_true at 9 T: 0.3583
mid-edge apparent magnetoresistance at 9 T: -63.2 %
strong-field estimate of R/R_true at 9 T: 0.3576
weak-field coefficient c: 0.0561
false anomaly coefficient c*mobility^2: 0.00898 T^-2
magnetoresistance at 1 T, full series: -0.939 %
magnetoresistance at 1 T, quadratic law: -0.898 %
spreading length A*W/(2 pi) at 9 T: 1.189 mm
plate length for 1 % error at 9 T: 14.5 mm
width average of R/R_true, jetting only: 1.0000
same with sigma_xx raised by factor 1.2: 0.8333
uniform end contacts, edge R/R_true at 9 T: 1.0000
field angle  0 deg, 9 T, finite contact: R = 3.739 uOhm
field angle  2 deg, 9 T, finite contact: R = 3.832 uOhm
field angle 10 deg, 9 T, finite contact: R = 6.402 uOhm
field angle 90 deg, 9 T, finite contact: R = 145.219 uOhm
Neglected effects at 9 T
finite contact, series: R/R_true = 0.3596
finite contact, finite elements: R/R_true = 0.3594
density imbalance (n-p)/(n+p) = 0.05: R/R_true = 0.3695
mobilities 5000 and 3000 cm2/Vs: R/R_true = 0.3793
rho_xx growth factor that would hide the fall: 2.72
mean free path (spherical Fermi surface): 2.01 um
surface scattering 3*path/(8*thickness): 1.5 %
cyclotron radius: 0.56 um
Fermi energy (free mass): 2.22 eV
Landau spacing (free mass): 1.04 meV
thermal energy at 4.2 K: 0.36 meV
```
